# Shortest Two-Component ALD Supercycles from Continued Fractions

## The decision: which integers go into the recipe

A controller for atomic layer deposition (ALD) accepts whole cycles. Suppose that a mixed oxide requires 1.1 cycles of one component for every cycle of the other. The recipe 11:10 meets this ratio, but repeats only after 21 cycles. If the composition has a tolerance, a shorter recipe may suffice, and its composition pattern will repeat over a smaller thickness. The calculation must find that recipe and show that none shorter is acceptable.

Let one supercycle contain $a$ cycles of oxide A and $b$ cycles of oxide B, both positive integers. A cycle deposits $s_A$ or $s_B$ cations per unit area, at first assumed independent of the surface beneath. The A fraction of the cations is

$$x=\frac{as_A}{as_A+bs_B},\qquad 1-x=\frac{bs_B}{as_A+bs_B}.$$

Dividing these expressions and writing $r=a/b$ gives

$$\frac{x}{1-x}=r\frac{s_A}{s_B},\qquad r=\frac{s_B}{s_A}\frac{x}{1-x}. \tag{1}$$

Since $x/(1-x)$ increases with $x$, a composition window becomes a closed ratio window $[L,U]$, with $0<L<U$. Taking logarithms in (1) and differentiating at fixed $s_A/s_B$ gives $dx/[x(1-x)]=dr/r$, so to first order

$$\Delta x\simeq x(1-x)\frac{\Delta r}{r}. \tag{2}$$

Near $x=1/2$, a relative ratio error of 2% therefore moves the cation fraction by about 0.005.

## The interval algorithm

Let $\lceil y\rceil$ be the smallest integer not below $y$, and $\lfloor y\rfloor$ the largest not above it.

1. Set $t=\lceil L\rceil$. If $t\le U$, return $t/1$.
2. Otherwise set $f=\lfloor L\rfloor$ and solve the same problem on
$$[L',U']=\left[\frac1{U-f},\frac1{L-f}\right]. \tag{3}$$
3. If that problem returns $P/Q$, return
$$\frac pq=f+\frac QP=\frac{fP+Q}{P}. \tag{4}$$

In step 2 the window contains no integer, so $f<L<U<f+1$. Both denominators in (3) are positive and less than one, and the new window lies above 1.

**Termination.** A window of nonzero width contains some fraction $a/b$. If inversion is needed, put $c=a-fb$. Then $a/b=f+c/b$, and $f<a/b<f+1$ gives $0<c<b$. Subtracting $f$ from $L\le a/b\le U$ and taking reciprocals, which reverses the order, gives

$$\frac1{U-f}\le\frac bc\le\frac1{L-f}.$$

The fraction $b/c$ lies in the new window and has a smaller denominator. Positive integers cannot decrease for ever, so the inversions stop.

**Minimality.** The claim is that every acceptable $a/b$ obeys $a\ge p$ and $b\ge q$. If no inversion is needed, $b\ge1$ and $a\ge Lb\ge L$, hence $a\ge\lceil L\rceil=p$. Now suppose that the claim holds for the inverted window. Since $b/c$ lies there, $b\ge P$ and $c\ge Q$. Therefore

$$a=fb+c\ge fP+Q=p,\qquad b\ge P=q.$$

Induction on the number of inversions proves the claim.

The numerator and denominator are minimised together, which is stronger than minimising $a+b$. If the cycle thicknesses are $d_A$ and $d_B$, the repeat thickness

$$\lambda=ad_A+bd_B$$

is also smallest at $p:q$, for any positive $d_A,d_B$. As an independent test, exhaustive searches over 400 random windows, with widths between 1/400 and 1/3, gave the same smallest $a$, $b$ and $a+b$ as the algorithm.

## Why convergents alone are insufficient

The notation $[k_0;k_1,k_2,\ldots]$ means $k_0+1/(k_1+1/(k_2+\cdots))$. Truncating it after a full quotient $k_i$ gives a convergent. Replacing the last retained $k_i$ by an integer $t$ with $1\le t<k_i$ gives an intermediate fraction.

For any target $r$ in $[L,U]$, the algorithm's answer belongs to one of these two classes. While the window contains no integer, the target and the answer have the same integer part $f$, and both undergo the same inversion. At the last level, call the transformed target $r'$, its window $[L',U']$, and the returned integer $t=\lceil L'\rceil$.

- If $r'\ge t$, the target's quotient $\lfloor r'\rfloor$ is at least $t$. The answer is a convergent or an intermediate fraction.
- If $r'<t$, then $t-1<L'\le r'<t$. The target's quotient is $k=t-1$, and a further quotient exists because $r'$ is not an integer. Since $k+1=k+1/1$, the answer $[\ldots,k+1]$ equals $[\ldots,k,1]$, which is again in one of the two classes.

For $1.1=[1;10]$ the convergents are $1/1$ and $11/10$. The intermediate fractions are $1+1/t$ with $1\le t\le9$, including $8/7$; all of them exceed 1.1. A search limited to convergents therefore cannot find the recipe 8:7.

## Bounds on length and work

Let $w=U-L$ and $N=\lceil1/w\rceil$. The interval $[NL,NU]$ has length $Nw\ge1$, so it contains a positive integer $M$. Thus $M/N$ is acceptable, and minimality gives

$$q\le\left\lceil\frac1{U-L}\right\rceil. \tag{5}$$

This is a guarantee, not an estimate of the usual length. It can be approached just above an integer. For the window $[1+\eta-\epsilon,1+\eta+\epsilon]$, with $0<\epsilon<\eta$ and $\eta+\epsilon<1$, inversion gives $q=\lceil1/(\eta+\epsilon)\rceil$ if this integer does not exceed $1/(\eta-\epsilon)$. As $\eta$ approaches $\epsilon$ from above, $q$ approaches $\lceil1/(2\epsilon)\rceil$. Once the window reaches 1, the answer drops to 1:1.

The number of inversions $m$ grows at most logarithmically with $q$. Use Fibonacci numbers $F_1=F_2=1$. For $m\ge1$ the innermost answer is $t/1$ with $t\ge2=F_3$, because its window lies above 1. Going outward, (4) replaces $(P,Q)$ by $(fP+Q,P)$. Every level except possibly the outermost has $f\ge1$, so successive numerators are at least $F_3,F_4,\ldots$. The final denominator is the preceding numerator, giving $q\ge F_{m+2}$. This also holds for $m=0$.

Rounding needs care because the test $\lceil L\rceil\le U$ is discontinuous. If $L=1$ and $U=1.1449$, the answer is 1:1. If $L$ is stored slightly above 1, the algorithm inverts and returns 8:7. Rational arithmetic removes this error for rational inputs; it does not remove uncertainty in the growth data.

## A hafnium zirconium oxide film

Let A be zirconium oxide and B hafnium oxide. Take $s_{\rm Zr}=2.50$ and $s_{\rm Hf}=2.75\ \mathrm{nm^{-2}}$ per cycle, and 27.5 cations per $\mathrm{nm^3}$ in both oxides. The cycle thicknesses are then $2.50/27.5=0.0909$ nm and $2.75/27.5=0.1000$ nm. The required Zr fraction is $0.50\pm0.01$.

Equation (1) gives a target ratio of $2.75/2.50=1.1$ and the limits

$$L=1.1\frac{0.49}{0.51}=1.05686,\qquad
U=1.1\frac{0.51}{0.49}=1.14490.$$

There is no integer between them. With $f=1$, the inverted window is $[6.9014,17.5862]$, whose smallest integer is 7. Hence $p/q=1+1/7=8/7$. Bound (5) allowed a denominator as large as 12.

The composition and repeat thickness are

$$x=\frac{8(2.50)}{8(2.50)+7(2.75)}=0.50955,$$

$$\lambda=\frac{8(2.50)+7(2.75)}{27.5}=1.427\ \mathrm{nm}=14.27\ \text{Å}.$$

The first acceptable convergent, 11:10, has a 2.000 nm repeat. The shorter recipe reduces the repeat by 28.6% relative to that value. This comparison depends on the exact target: for a target slightly above 1.1, such as 1.1001, the expansion begins $[1;9,1,\ldots]$, 10:9 is itself a convergent with a 1.809 nm repeat, and the saving is 21.1%. Seven repeats, or 105 cycles, make a 9.99 nm film.

| Tolerance in $x$ | Zr:Hf | $x$ | Repeat (nm) |
|---|---:|---:|---:|
| 0.025 | 1:1 | 0.476 | 0.191 |
| 0.020 | 7:6 | 0.515 | 1.236 |
| 0.010 | 8:7 | 0.510 | 1.427 |
| 0.005 | 10:9 | 0.503 | 1.809 |
| 0.002 | 11:10 | 0.500 | 2.000 |

The large step between the first two rows is the near-integer case described above. 1:1 leaves the window when the tolerance falls below 0.0238; the shortest recipe is then 6:5, and from 0.0217 down to 0.0147 it is 7:6.

## Cycle order and modulation strength

The integers fix the repeat length, but not the strength of the modulation. Let $n=a+b$, and make cycle $j=0,\ldots,n-1$ an A cycle when

$$\chi_j=\left\lfloor\frac{(j+1)a}{n}\right\rfloor-\left\lfloor\frac{ja}{n}\right\rfloor=1. \tag{6}$$

Since $a<n$, $\chi_j$ is 0 or 1. The sum telescopes: the first $m$ cycles contain $\lfloor ma/n\rfloor$ A cycles, so the departure from $ma/n$ is below one cycle. A run of $w$ cycles contains a difference of two such floors, which lies strictly between $wa/n-1$ and $wa/n+1$. Counts in equal runs therefore differ by at most one. If all A cycles come first, the excess instead rises to $a-a^2/n=ab/n$. For 8:7 the maxima are 0.933 cycles for even order and 3.733 for blocks.

Define the Fourier amplitude in cycle index as $F_k=n^{-1}\sum_j\chi_je^{-2\pi ijk/n}$, with $k$ not a multiple of $n$. The minimal $a$ and $b$ have no common factor, so neither do $a$ and $n$, and an integer $c$ exists with $ca\equiv1\pmod n$. Equation (6) selects A when $s=ja\bmod n$ is one of $n-a,\ldots,n-1$. Since $j\equiv cs$, the sum is geometric with phase step $\theta=2\pi kc/n$. Its magnitude is $|\sin(a\theta/2)/\sin(\theta/2)|$, and $ca\equiv1$ reduces the numerator:

$$|F_k^{\rm even}|=\frac{|\sin(\pi k/n)|}{n|\sin(\pi kc/n)|}. \tag{7}$$

For blocks the same sum has phase step $2\pi k/n$, and its fundamental is

$$|F_1^{\rm block}|=\frac{\sin(\pi a/n)}{n\sin(\pi/n)}.$$

Because $|\sin(\pi c/n)|$ and $\sin(\pi a/n)$ are both at least $\sin(\pi/n)$, the even fundamental is at most $1/n$ and the block fundamental at least $1/n$.

Here $n=15$ and $c=2$. The amplitudes are 0.0341 for even order and 0.3189 for blocks. In true depth, allowing for the unequal cycle thicknesses, they are 0.0339 and 0.3182. Even order has not removed the modulation. At $k=7$, (7) gives $\sin84^\circ/(15\sin12^\circ)=0.319$ in cycle index, so the strong component has moved to a wavelength of about $1.427/7=0.204$ nm. Its amplitude in true depth is smaller, because each cycle has a finite thickness, but it remains the strongest component.

That wavelength is below the rough cation-layer spacing of 0.331 nm, obtained from the inverse cube root of the density. On this estimate about 3.5 cycles make one layer; in a face-centred cubic cation lattice of the same density the (111) and (200) spacings are 0.304 and 0.263 nm, or 3.2 and 2.8 cycles. A layer thus takes several cycles, so a profile resolved cycle by cycle is a counting model, not an atomic structure. Over four consecutive cycles, even order contains two or three Zr cycles; block order contains from zero to four.

## Errors in the growth data

**Calibration.** Suppose that $s_A/s_B$ has relative error up to $\pm e$. Equation (1) then requires both $r(1-e)$ and $r(1+e)$ to lie in the nominal window:

$$\frac{L}{1-e}\le r\le\frac{U}{1+e}.$$

If the lower limit exceeds the upper, no recipe is safe. For $e=0.02$ the limits are 1.0784 and 1.1224. Their inverted window begins at about 8.17, so the safe recipe is 10:9, with a 1.809 nm repeat. The nominal 8:7 recipe can reach $x=0.5145$, outside the tolerance. It was already near the edge: minimising length does not centre the composition.

**Surface dependence.** Let the first A cycle after B deposit $s_A(1+\delta_A)$, and the first B cycle after A deposit $s_B(1+\delta_B)$, with both factors positive. For $a\ge b$, any two consecutive cycles in even order include at least $\lfloor2a/n\rfloor\ge1$ A cycle. Every B cycle is therefore isolated, and there are $b$ switches in each direction per supercycle. The deposited amounts give

$$\frac{x}{1-x}=\frac{s_A(a+b\delta_A)}{s_Bb(1+\delta_B)}
=\frac{s_A(r+\delta_A)}{s_B(1+\delta_B)},$$

$$r=\frac{s_B(1+\delta_B)}{s_A}\frac{x}{1-x}-\delta_A,\qquad r\ge1. \tag{8}$$

The search can now use the shifted window $[L(1+\delta_B)-\delta_A,\ U(1+\delta_B)-\delta_A]$, restricted to $r\ge1$. If the shifted window lies wholly below 1, exchange the labels A and B and repeat the derivation. The result is the shortest recipe among even orders only, because the number of switches now affects the composition. For $\delta_{\rm Zr}=+0.01$ and $\delta_{\rm Hf}=-0.01$, even order needs 10:9, while block-order 9:8 gives $x=0.506$ and is already within tolerance.

Assume $\delta_{\rm Zr}=+0.05$ and $\delta_{\rm Hf}=-0.05$. The shifted limits are $1.05686(0.95)-0.05=0.954$ and $1.14490(0.95)-0.05=1.038$. They contain 1, so the shortest recipe is 1:1, with $x=0.501$. Even-order 8:7 would give 0.533. Block-order 8:7 would give 0.513, because it has one switch in each direction instead of seven. With these data, even spacing weakens the long modulation but increases the composition error from switching.

## Diffusion and the real process

For a constant diffusion coefficient $D$, inserting $\cos(2\pi z/\lambda)$ into $\partial_tC=D\partial_z^2C$ shows that the fundamental decays as $\exp(-4\pi^2Dt/\lambda^2)$. It falls to $1/e$ when $\sqrt{Dt}=\lambda/2\pi=0.227$ nm.

To turn this into a barrier, assume isotropic cation jumps of length $l$ at total rate $\Gamma=\Gamma_0e^{-E/k_BT}$. One third of the squared jump length lies along depth, so $2Dt=\Gamma tl^2/3$ and $D=\Gamma l^2/6$. Setting the decay exponent to one gives

$$E=k_BT\ln\left(\frac{4\pi^2\Gamma_0l^2t}{6\lambda^2}\right).$$

With $\Gamma_0=10^{13}\ \mathrm{s^{-1}}$, $l=0.372$ nm, $T=773$ K and $t=30$ s, $E$ is about 2.2 eV. Here $l$ is the nearest-neighbour distance in a face-centred cubic cation lattice with the density given above. For a periodic profile, with the film surfaces ignored, a higher barrier preserves more than $1/e$ of the fundamental and a lower one preserves less. This is a threshold, not a predicted barrier for the oxide. It refers to the fundamental only and assumes that every cation attempts jumps at the total rate $\Gamma_0$. Any change in that prefactor shifts $E$ by $k_BT$ times its logarithm: $10^{13}\ \mathrm{s^{-1}}$ for each of the twelve directions gives 2.3 eV, and jumps that need a vacancy present at a fixed fraction of $10^{-3}$ give a migration threshold of 1.7 eV.

Ferroelectric hafnium zirconium oxide films are commonly near 10 nm thick, have comparable Hf and Zr contents, and receive an anneal of this general kind. Growth near 0.1 nm per cycle is a rough typical value; the 5% surface changes are assumed. Real growth can break the assumption of a fixed deposit per cycle, and for those assumed changes the 8:7 composition moves by 0.023, more than twice the tolerance. The recipe should therefore be chosen from growth measured in the intended cycle order. The model does not predict how the repeat thickness affects polarisation.

The minimality result concerns one ratio. Three or more components require several ratios to be approximated with shared integers, and the one-dimensional interval argument no longer applies. The numerical output below gives the main values used here.

## Computed results

```
Random windows checked: 400
Zr cations per cycle: 2.50 nm^-2
Hf cations per cycle: 2.75 nm^-2
Cation density: 27.5 nm^-3
Zr, Hf cycle thickness: 0.0909, 0.1000 nm
Target Zr fraction: 0.500 +/- 0.010
Target cycle ratio: 1.1000
Ratio window: 1.05686 to 1.14490
Inverted window: 6.9014 to 17.5862
Target continued fraction: [1, 10]
Answer continued fraction: [1, 7]
Denominator upper bound: 12
Shortest Zr:Hf supercycle: 8:7, 15 cycles
Its Zr fraction: 0.50955
Its repeat thickness: 1.4273 nm = 14.273 angstrom
First acceptable convergent: 11:10, 21 cycles
Convergent repeat thickness: 2.0000 nm
Repeat thickness saved: 28.6 %
Film: 7 repeats, 105 cycles, 9.991 nm
Tolerance | Zr:Hf | Zr fraction | repeat (nm)
0.025 | 1:1 | 0.47619 | 0.1909
0.020 | 7:6 | 0.51471 | 1.2364
0.010 | 8:7 | 0.50955 | 1.4273
0.005 | 10:9 | 0.50251 | 1.8091
0.002 | 11:10 | 0.50000 | 2.0000
Even order (Z=Zr, H=Hf): HZHZHZHZHZHZHZZ
Inverse of 8 modulo 15: 2
Index amplitude, even/block: 0.0341 / 0.3189
Depth amplitude, even/block: 0.0339 / 0.3182
Block maximum running excess: 3.733 cycles
Even maximum running excess: 0.933 cycles
Calibration error: 2.0 %
8:7 Zr fraction with +error: 0.51450
Calibration-safe supercycle: 10:9
Its repeat thickness: 1.8091 nm
Assumed surface changes Zr/Hf: +5.0 / -5.0 %
8:7 even-order Zr fraction then: 0.53304
8:7 block-order Zr fraction then: 0.51290
Surface-corrected supercycle: 1:1
Its corrected Zr fraction: 0.50119
Rough cation-layer spacing: 0.331 nm
Cycles per cation layer: 3.48
Zr counts in 4 cycles, even: (2, 3)
Zr counts in 4 cycles, block: (0, 4)
Anneal: 773 K, 30 s
Attempt rate: 1.0e+13 s^-1; jump length: 0.372 nm
sqrt(Dt) for 1/e fundamental: 0.2272 nm
Hopping barrier for 1/e fundamental: 2.167 eV
```
